# Logarithmic Imprint from Charge Injection over a Single Barrier, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. From the layer field to the growth law

**Q.** A ferroelectric capacitor is left in one polarization state, and its hysteresis loop drifts along the voltage axis. This drift is imprint. If it grows with the logarithm of time, I think of many barriers: the low ones are crossed early and the high ones late. You want to use one barrier. Where would a wide range of times come from?

**A.** From the charge that has already crossed. It changes the field that drives the next charge, and if the current is very sensitive to that field, its rate can pass through many decades. Whether this gives a logarithm has to be calculated, and the first thing needed is the field.

Take two parallel slabs between metal electrodes. The first is a thin interface layer that does not switch, with thickness $d_i$ and permittivity $\varepsilon_i$. The second is the ferroelectric film, with thickness $d_f$, permittivity $\varepsilon_f$ and switchable polarization $P$. The linear part of the film's response sits in $\varepsilon_f$, so $P$ is only the part that switches. The $x$ axis runs from the first electrode through the layer into the film. I use Gaussian units, in which the displacement is

$$D_i=\varepsilon_iE_i,\qquad D_f=\varepsilon_fE_f+4\pi P .$$

The second electrode touches the film directly and is taken as ideal. Everything is uniform in the plane.

**Q.** Where does the injected charge sit?

**A.** At the boundary between layer and film. Call its areal density $\sigma$, counted from the start of the hold, so $\sigma(0)=0$. Suppose the state with $P>0$ is held. The polarization then begins at the boundary and points away from it, which leaves a bound charge $-P$ per unit area there. Positive injected charge compensates it. In terms of electrons, electrons leave filled sites at the boundary and enter the electrode. If the held state is $P<0$, electrons are injected instead and every sign below is reversed. The magnitudes are the same provided that the two directions have the same kinetics.

**Q.** Then write down the field without assuming that the capacitor is shorted. I shall want the loop as well.

**A.** Let $V$ be the potential of the first electrode minus that of the second. Two conditions fix the two fields. Gauss's law at the boundary says that the displacement jumps by $4\pi$ times the free charge, and the fields must add up to the voltage:

$$\varepsilon_fE_f+4\pi P-\varepsilon_iE_i=4\pi\sigma,\qquad E_id_i+E_fd_f=V .$$

The second gives $E_f=(V-E_id_i)/d_f$. Put this into the first:

$$\frac{\varepsilon_fV}{d_f}-\frac{\varepsilon_fd_i}{d_f}E_i+4\pi P-\varepsilon_iE_i=4\pi\sigma .$$

Collect the two terms in $E_i$ and define

$$S=\varepsilon_i+\varepsilon_f\frac{d_i}{d_f}.$$

Then

$$E_i=\frac{4\pi(P-\sigma)+\varepsilon_fV/d_f}{S}.$$

During the hold the electrodes are shorted, $V=0$, and $P$ is constant. The field falls linearly with the injected charge:

$$E_i=E_{i0}-a\sigma,\qquad E_{i0}=aP,\qquad a=\frac{4\pi}{S}.$$

**Q.** With $V=0$ the film must carry a field too. Why does it not switch the film back?

**A.** The voltage condition gives $E_f=-E_id_i/d_f$. This field opposes $P$, so it is a depolarizing field. Holding $P$ constant is justified if $|E_f|$ stays below the coercive field by enough margin that back-switching is negligible over the hold. Compensation helps, because $|E_f|$ falls together with $E_i$. The condition is therefore hardest to meet at the start.

**Q.** So you have a charge at a buried boundary. Imprint is a shift of the whole loop. A charge might just as well distort the loop, and the film's switching law is complicated.

**A.** The switching law is not needed. Eliminate $E_i$ from the film field:

$$E_f=\frac{1}{d_f}\left[V-\frac{d_i}{S}\left(4\pi P-4\pi\sigma+\frac{\varepsilon_fV}{d_f}\right)\right].$$

The coefficient of $V$ inside the square bracket is

$$1-\frac{\varepsilon_fd_i}{d_fS}=\frac{S-\varepsilon_fd_i/d_f}{S}=\frac{\varepsilon_i}{S}.$$

Taking this factor out gives

$$E_f=\frac{\varepsilon_i}{d_fS}\left[V+\frac{4\pi d_i}{\varepsilon_i}\sigma-\frac{4\pi d_i}{\varepsilon_i}P\right].$$

The voltage and the injected charge appear together, as

$$V^*=V+\frac{4\pi d_i}{\varepsilon_i}\sigma .$$

Suppose that the film's polarization is determined by the history of its own field, by whatever rule. Two capacitors with different frozen charges but the same history of $V^*$ then have the same history of $E_f$ and of $P$. Plotted against $V=V^*-4\pi d_i\sigma/\varepsilon_i$, the loop is displaced without a change of shape. The displacement is

$$V_{\rm imp}=-\frac{4\pi d_i}{\varepsilon_i}\sigma .$$

**Q.** "The same history of $V^*$" is not what an instrument applies. It applies the same history of $V$.

**A.** True. With a fixed sweep of $V$, the sweep of $V^*$ is off centre by the shift. If the sweep saturates the film at both ends, that changes little except at the tips. If it does not, the film runs through a different minor loop and the shape can change. The rigid shift also requires that $\sigma$ stays frozen while the loop is taken, which limits the reading time.

**Q.** Instruments also measure charge on an electrode, not $P$.

**A.** The charge per area on the first electrode is $D_i/4\pi$. By Gauss's law this equals $D_f/4\pi-\sigma$. At equal $V^*$, $D_f$ is unchanged, so the loop of electrode charge is displaced along the voltage axis by $V_{\rm imp}$ and along the charge axis by $-\sigma$. A charge obtained by integrating current has an arbitrary constant, so the second displacement is removed when the loop is centred vertically.

**Q.** Does the negative sign make sense?

**A.** Yes. Positive $V$ favours $P>0$. After a hold in that state both coercive voltages have moved down. A larger negative voltage is needed to leave the held state, and a smaller positive one to return to it. The capacitor has come to prefer the state in which it was kept.

**Q.** Now the growth in time. What do you assume about the current?

**A.** That it depends exponentially on the local field, with one field scale $E_0$:

$$j=j_0\exp\left(\frac{E_i}{E_0}\right).$$

The constants $j_0$ and $E_0$ belong to one kind of site with one barrier. Each charge that crosses stays at the boundary, so $d\sigma/dt=j$. With the feedback found above,

$$\frac{d\sigma}{dt}=j_0\exp\left(\frac{E_{i0}-a\sigma}{E_0}\right)=j(0)\,e^{-a\sigma/E_0},\qquad j(0)=j_0e^{E_{i0}/E_0}.$$

The variables separate. Multiply by $e^{a\sigma/E_0}$ and integrate from $\sigma=0$ at $t=0$:

$$\int_0^{\sigma}e^{a\sigma'/E_0}d\sigma'=\frac{E_0}{a}\left(e^{a\sigma/E_0}-1\right)=j(0)\,t .$$

Solving for $\sigma$,

$$\sigma(t)=\frac{E_0}{a}\ln\left(1+\frac{t}{t_0}\right),\qquad t_0=\frac{E_0}{a\,j(0)} .$$

**Q.** That is a logarithm, I grant. What is the meaning of $t_0$?

**A.** The charge $E_0/a$ lowers the layer field by $E_0$ and hence the current by a factor $e$. At its initial value the current would deliver this charge in the time $t_0$. For $t\ll t_0$ the feedback has not yet acted, and $\ln(1+t/t_0)\approx t/t_0$ gives $\sigma\approx j(0)t$. For $t\gg t_0$, equal factors of time add equal amounts of charge. The current shows why:

$$j=\frac{d\sigma}{dt}=\frac{E_0}{a}\,\frac{1}{t+t_0}.$$

It has slowed down to the point where delivering another charge $E_0/a$ takes a time comparable with the age of the hold.

**Q.** What is the shift, then?

**A.** Insert $\sigma$ into the expression for $V_{\rm imp}$ and use $1/a=S/4\pi$:

$$V_{\rm imp}=-\frac{4\pi d_i}{\varepsilon_i}\,\frac{S}{4\pi}\,E_0\ln\left(1+\frac{t}{t_0}\right)=-\frac{S}{\varepsilon_i}E_0d_i\ln\left(1+\frac{t}{t_0}\right).$$

Since

$$\frac{S}{\varepsilon_i}=1+r,\qquad r=\frac{\varepsilon_fd_i}{\varepsilon_id_f},$$

the growth law is

$$V_{\rm imp}(t)=-E_0d_i(1+r)\ln\left(1+\frac{t}{t_0}\right).$$

The number $r$ is the capacitance of the film divided by that of the layer. For $t\gg t_0$ the magnitude of the shift per decade of time is $\ln 10\;E_0d_i(1+r)$.

**Q.** The polarization has disappeared from the slope. Surely a stronger polarization drives more injection.

**A.** It drives faster injection at the start, and this enters through $t_0$:

$$t_0=\frac{E_0}{aj_0}\,e^{-aP/E_0}.$$

A larger $P$ moves the start of the logarithm to earlier times, and so makes the shift at a given time larger. The slope is set by how much charge is needed to slow the current by a factor $e$, and that does not depend on $P$ or on $j_0$. This holds while $E_0$, the permittivities and the thicknesses are kept fixed.

**Q.** I am still not sure that both ingredients are needed. Perhaps any current with this feedback looks logarithmic over a few decades.

**A.** Take an ohmic current, $j=GE_i$, with the same feedback. Then

$$\frac{dE_i}{dt}=-a\frac{d\sigma}{dt}=-aGE_i,\qquad E_i=E_{i0}e^{-aGt}.$$

The compensation is an exponential with one relaxation time. Most of it happens within about a decade around $1/(aG)$, and the later decades add almost nothing. Now keep the exponential current and remove the feedback by setting $a=0$ in the rate. The field stays at $E_{i0}$ and the charge grows as $j(0)t$, which is linear in time. Of these three cases, the logarithm appears in the one where an exponential current and the feedback act together.

**Q.** And my spread of barriers?

**A.** It can also produce a logarithm. If independent sites have barriers spread evenly in energy, those with a barrier below $k_BT\ln(\nu t)$ have responded by the time $t$, where $\nu$ is an attempt rate. Their number grows linearly in $\ln t$. A logarithmic curve therefore does not identify the mechanism. The two slopes differ in content: in your picture the slope is proportional to the number of sites per unit of barrier energy, whereas here the number of sites enters through $j_0$ and affects $t_0$ but not the slope.

**Q.** One thing is plainly wrong. A logarithm grows without limit. Your boundary charge would eventually exceed $P$, and the field would push it back.

**A.** That objection is correct. The pure exponential gives a finite current even at $E_i=0$, where the two directions of transfer must balance. The growth law is an intermediate result, valid while the reverse current can be neglected. Finding where it ends requires the reverse current.

## Part 2. The end of the logarithm, its origin, and a worked case

The symbols carried over are these. An interface layer ($d_i$, $\varepsilon_i$) lies in series with a ferroelectric film ($d_f$, $\varepsilon_f$, polarization $P$) between shorted electrodes. The injected charge $\sigma$ lowers the layer field as $E_i=a(P-\sigma)$, with $a=4\pi/S$ and $S=\varepsilon_i+\varepsilon_fd_i/d_f$. The loop shift is $V_{\rm imp}=-4\pi d_i\sigma/\varepsilon_i$. A one-way current $j_0e^{E_i/E_0}$ gives $V_{\rm imp}=-E_0d_i(1+r)\ln(1+t/t_0)$, with $r=\varepsilon_fd_i/(\varepsilon_id_f)$.

**Q.** Put in the reverse current, then.

**A.** If the field helps one direction as much as it hinders the other, the net current is

$$j=j_0\left(e^{E_i/E_0}-e^{-E_i/E_0}\right)=2j_0\sinh\frac{E_i}{E_0}.$$

It vanishes at $E_i=0$. Write $u=E_i/E_0$, with initial value $u_0=aP/E_0$. Because $dE_i/dt=-aj$,

$$\frac{du}{dt}=-\frac{1}{\tau}\sinh u,\qquad \tau=\frac{E_0}{2aj_0}.$$

The derivative of $\ln\tanh(u/2)$ is $1/[2\sinh(u/2)\cosh(u/2)]=1/\sinh u$. Integration therefore gives

$$\ln\tanh\frac u2=-s,\qquad s=\frac t\tau+s_0,\qquad s_0=-\ln\tanh\frac{u_0}{2}.$$

From $\tanh(u/2)=e^{-s}$ it follows that

$$u=\ln\frac{1+e^{-s}}{1-e^{-s}}=\ln\coth\frac s2 .$$

The charge is $\sigma=(E_0/a)(u_0-u)$, so the shift is

$$V_{\rm imp}=-E_0d_i(1+r)\left[u_0-\ln\coth\frac s2\right].$$

**Q.** Where is the logarithm in this?

**A.** At small $s$. The definitions give $t_0=2\tau e^{-u_0}$. For $u_0\gg1$, $\tanh(u_0/2)\approx1-2e^{-u_0}$, so $s_0\approx2e^{-u_0}=t_0/\tau$. For $s\ll1$, $\coth(s/2)\approx2/s$, and

$$u\approx\ln\frac{2\tau}{t+t_0}=u_0-\ln\left(1+\frac{t}{t_0}\right).$$

This is the earlier law. For $t\gg\tau$, $u\approx2e^{-s}$, and the remaining field decays exponentially. The charge tends to $P$ and the shift to

$$V_{\rm imp}(\infty)=-\frac{4\pi d_i}{\varepsilon_i}P .$$

The window runs from $t_0$ to about $\tau$, with $\tau/t_0=e^{u_0}/2$. Without a large $u_0$ there is no logarithm to observe.

**Q.** "About $\tau$" is vague.

**A.** The local slope makes it precise. From the rate equation, $-du/d\ln t=(t/\tau)\sinh u$. With $\tanh(u/2)=e^{-s}$,

$$\sinh u=\frac{2\tanh(u/2)}{1-\tanh^2(u/2)}=\frac{2e^{-s}}{1-e^{-2s}}=\frac1{\sinh s}.$$

Relative to the ideal slope $E_0d_i(1+r)$ per unit of $\ln t$, the actual one is therefore

$$\frac{t/\tau}{\sinh(t/\tau+s_0)} .$$

At $t=\tau$, with $s_0\ll1$, this is $1/\sinh 1\approx0.85$.

An exponential current that weakens its own driving field makes the imprint grow logarithmically from $t_0$ to about $\tau$, provided $u_0$ is large, after which the reverse current brings the shift to a finite limit. It remains to derive the field scale $E_0$ from a mechanism with a single barrier and to test the model on a worked case.
